# Which energy do forces differentiate when occupations are smeared?

**Q:** I relax metals in a plane-wave code with smeared occupations. It reports an internal energy $E$, a free energy $F=E-\sigma S$ and an extrapolated energy $E_0$ that estimates the zero-width value. I quote $E_0$, so I take the forces to be its gradient. Yet when I displace an ion and difference $E_0$, the slope misses the printed force by a few meV/Å. Is my self-consistency too loose?

**A:** It could be, but tightening it need not remove the mismatch. Let us differentiate the energy and see what the printed force contains. Fix the cell, the plane waves, the k-points with weights $w_k$ (sum one), the electron number $N$ and the width $\sigma$. Take a spin-unpolarized mean-field theory with orthonormal coefficient vectors $c_{kb}$, as with norm-conserving pseudopotentials. With occupations $g_{kb}$, the energy depends on the electrons through

$$P_k=\sum_b g_{kb}\,c_{kb}c_{kb}^\dagger ,$$

and also explicitly on an ionic coordinate $R$. The Hamiltonian is defined by the response of $E$ to $P$ at fixed $R$:

$$dE\big|_R=2\sum_k w_k\,\mathrm{Tr}(H_k\,dP_k),$$

where 2 counts spin. The Hellmann–Feynman force is the explicit part alone,

$$f=-\left.\frac{\partial E}{\partial R}\right|_{P}.$$

**Q:** And the rest vanishes because the orbitals are variational?

**A:** The orbital part does. Assume that the solution varies smoothly with $R$. At self-consistency $H_kc_{kb}=\varepsilon_{kb}c_{kb}$, with $H_k$ built from the same $P$. Dropping the indices, each state contributes

$$\mathrm{Tr}\big[H\,d(g\,cc^\dagger)\big]=dg\;c^\dagger Hc+g\,(c^\dagger H\,dc+dc^\dagger Hc)
=\varepsilon\,dg+g\,\varepsilon\,d(c^\dagger c)=\varepsilon\,dg,$$

because $c^\dagger c=1$ throughout. The occupations leave a term behind:

$$\frac{dE}{dR}=-f+2\sum_{kb}w_k\,\varepsilon_{kb}\frac{dg_{kb}}{dR}. \tag{1}$$

**Q:** Moving charge between levels at the Fermi energy should cost nothing, since $N$ is fixed.

**A:** That would hold if all the levels involved lay exactly at $\mu$. Smearing spreads them over a window of order $\sigma$. Since $N=2\sum w_kg_{kb}$ is constant, $2\sum w_k\,dg_{kb}/dR=0$. I may subtract $\mu$ times this zero, so the leftover term is

$$2\sum_{kb}w_k(\varepsilon_{kb}-\mu)\frac{dg_{kb}}{dR}.$$

To identify it, write the smearing as a broadened delta function $D(t)$, even and normalized, with $x=(\mu-\varepsilon)/\sigma$:

$$g(x)=\int_{-\infty}^xD(t)\,dt,\qquad s(x)=-\int_{-\infty}^x t\,D(t)\,dt,\qquad S=2\sum_{kb}w_k\,s(x_{kb}).$$

Then $dg=D\,dx$ and $ds=-xD\,dx=-x\,dg$, hence

$$\sigma\,ds=(\varepsilon-\mu)\,dg .$$

The leftover is therefore $\sigma\,dS/dR$, and

$$\frac{dE}{dR}=-f+\sigma\frac{dS}{dR},\qquad
\frac{dF}{dR}=\frac{dE}{dR}-\sigma\frac{dS}{dR}=-f. \tag{2}$$

The force is the negative gradient of $F$.

**Q:** Is $S$ a real entropy here?

**A:** For Fermi–Dirac smearing it is, in units of $k_B$, with $\sigma=k_BT$. There $g=1/(1+e^{-x})$, so $x=\ln[g/(1-g)]$, and

$$\frac{d}{dg}\big[-g\ln g-(1-g)\ln(1-g)\big]=-\ln\frac{g}{1-g}=-x=\frac{ds}{dg}.$$

Both expressions vanish at $x\to-\infty$, so they are equal. For Gaussian or Methfessel–Paxton smearing, $S$ is a generalized entropy defined by the integral. Equation (2) needs only that definition.

**Q:** Where does my $E_0$ come from, then?

**A:** From the way $F$ depends on the width. Repeat the argument at fixed $R$ while varying $\sigma$. There is no explicit term, so $dE/d\sigma=\sigma\,dS/d\sigma$, and

$$\frac{dF}{d\sigma}=\sigma\frac{dS}{d\sigma}-S-\sigma\frac{dS}{d\sigma}=-S. \tag{3}$$

For a metal with k-points dense enough to define a density of states $\rho$ (spin included) that is smooth over several $\sigma$, substitute $\varepsilon=\mu-\sigma x$:

$$S=\int\rho(\varepsilon)\,s\,d\varepsilon=\sigma\int\rho(\mu-\sigma x)\,s(x)\,dx
\approx\sigma\rho(\mu)\int s\,dx .$$

Integration by parts with $s'=-xD$ gives $\int s\,dx=\int x^2D\,dx$. This second moment is $1/2$ for the Gaussian $D=e^{-t^2}/\sqrt\pi$ and $\pi^2/3$ for Fermi–Dirac. So $S\approx\gamma\sigma$ to leading order, and integrating (3) gives

$$F\approx E(0)-\tfrac12\gamma\sigma^2,\qquad E=F+\sigma S\approx E(0)+\tfrac12\gamma\sigma^2 .$$

Their mean, $E_0=F+\tfrac12\sigma S$, has no $\sigma^2$ term. By (2), its slope is

$$-\frac{dE_0}{dR}=f-\frac{\sigma}{2}\frac{dS}{dR}. \tag{4}$$

**Q:** Show me that this is large enough to matter.

**A:** Take a one-dimensional model metal in atomic units, with cell length $a=6$ bohr. Ion A has charge 1 and sits at the origin; ion B has charge 2 and sits at $R=2.2$ bohr. There are three electrons per cell. With $n_G$ the Fourier components of the electron density $n(x)$ and $q_G=n_G-n_G^{\rm ion}$,

$$E=E_{\rm kin}+\frac a2\sum_G\frac{|q_G|^2}{G^2+\kappa^2}-0.2\int_0^a n^{4/3}dx,\qquad
n_G^{\rm ion}=\frac1a\sum_I Z_I\,e^{-G^2b^2/2}e^{-iGR_I},$$

where $\kappa=0.5$ bohr⁻¹ and $b=0.5$ bohr. Only $n_G^{\rm ion}$ contains $R$ explicitly, and $\partial q_G/\partial R=(iGZ_B/a)\,e^{-G^2b^2/2}e^{-iGR}$. Since $\partial|q_G|^2/\partial R=2\,\mathrm{Re}(q_G^*\,\partial q_G/\partial R)$,

$$f=-\sum_G\frac{\mathrm{Re}\big[q_G^*\,iGZ_B\,e^{-G^2b^2/2}e^{-iGR}\big]}{G^2+\kappa^2}.$$

With Gaussian smearing, $\sigma=0.020$ Ha and 48 k-points, the results in mHa/bohr are:

- analytic force $f$: 91.217
- $-dF/dR$ by finite differences: 91.217
- $-dE_0/dR$: 91.295
- $-dE/dR$: 91.372

The separately differenced entropy term is $\sigma\,dS/dR=-0.154$. Equation (2) then predicts $-dE/dR=91.217+0.154=91.371$, which agrees within rounding. Half the term gives $91.217+0.077=91.294$ for $E_0$, again within rounding. The mismatches with the force are 7.9 meV/Å for $E$ and 4.0 meV/Å for $E_0$. This width, 0.54 eV, is a generous one, and the mismatch scales as $\sigma^2$: at $\sigma=0.010$ Ha it is about 1 meV/Å for $E_0$. Its size in a real metal depends on the width and on how strongly $\rho(\mu)$ changes with the displacement, which a one-dimensional model does not predict. The numerical check also rebuilds the entropy term from the changes of the individual occupations.

**Q:** Could an incomplete basis be responsible instead?

**A:** Not at fixed cell. The derivation used eigenvectors of $H$ within the chosen basis, and the basis functions do not move with the ions. Completeness was never needed. Cutting the basis from 15 plane waves to 7 changes the force to 91.258 mHa/bohr, and $-dF/dR$ is again 91.258. Loose self-consistency is different: it breaks the step in which $H$ belongs to the same $P$, so your first suspicion deserves a check. Difference $F$, not $E_0$, when you make it.

**Q:** But I want zero-width physics. Isn't the gradient of $E_0$ the better force?

**A:** As an estimate of the zero-width force, it is better in this example. Differentiating the expansion of $F$ gives

$$f\approx f(0)+\frac{\sigma^2}{2}\frac{d\gamma}{dR}.$$

Being the exact gradient of $F$ does not make $f$ the exact zero-width force. In the model, $f(0)$ can be computed separately by filling the first band and exactly half of the second; it is 91.294 mHa/bohr. Relative to that value, the errors at $\sigma=0.020$ Ha are, in mHa/bohr:

- $f$: $-0.0761$
- $-dE/dR$: $+0.0783$
- $-dE_0/dR$: $+0.0011$

At half the width the error of $f$ is $-0.0188$. The ratio is 4.04, close to the 4 expected from a $\sigma^2$ law.

**Q:** Then why doesn't the code print that better force?

**A:** Equation (4) requires $dS/dR$, which the Hellmann–Feynman expression at a single width does not contain. It need not be obtained by displacing ions, though. By (2) and (3), $-f$ and $-S$ are the derivatives of the same function $F(R,\sigma)$ with respect to $R$ and $\sigma$. Equating the mixed second derivatives gives $\partial S/\partial R=\partial f/\partial\sigma$, so $-dE_0/dR=f-\tfrac{\sigma}{2}\,\partial f/\partial\sigma$. Forces at neighbouring widths, with the ions fixed, supply this for all coordinates at once. In the model, differencing $f$ between $\sigma=0.019$ and $0.021$ Ha gives $\sigma\,\partial f/\partial\sigma=-0.154$ mHa/bohr, the same as $\sigma\,dS/dR$ above. You could also difference $E_0$ numerically, or reduce $\sigma$ while refining the k-mesh so that the sums stay smooth. Another route is a smearing function with zero second moment.

**Q:** Such as first-order Methfessel–Paxton?

**A:** Yes. There $D=e^{-t^2}(\tfrac32-t^2)/\sqrt\pi$. Since $\int t^2e^{-t^2}dt/\sqrt\pi=\tfrac12$ and $\int t^4e^{-t^2}dt/\sqrt\pi=\tfrac34$, the second moment is $\tfrac34-\tfrac34=0$. The term in $S$ linear in $\sigma$ disappears. The $\sigma^2$ term is absent too, because $s$ is even, which leaves $S\approx\eta\sigma^3$. At the same width of 0.020 Ha, $\sigma\,dS/dR$ is only $+0.0064$ mHa/bohr. The force, 91.2951, still equals $-dF/dR$, while $-dE/dR$ is 91.2886. The distinction has become small, but it has not gone.

**Q:** Is $E_0$ still the mean of $E$ and $F$?

**A:** No: the factor $\tfrac12$ came from $S\propto\sigma$, which no longer holds. The numerical check takes $E_0=F+\tfrac13\sigma S$ for this scheme, which gives a slope $-dE_0/dR=91.2929$ mHa/bohr. The coefficient that cancels the leading error is a different one. Integrating (3) with $S\approx\eta\sigma^3$ gives $F\approx E(0)-\tfrac14\eta\sigma^4$, whereas $\sigma S\approx\eta\sigma^4$, so the cancellation needs $\tfrac14$. The numbers favour this: $f$ exceeds the zero-width force by $91.29505-91.29353=0.00152$ mHa/bohr, close to one quarter of $\sigma\,dS/dR=0.00641$, namely 0.00160, and further from one third of it, 0.00214.

**Q:** Are there cases where my belief does no harm?

**A:** Yes, wherever $dS/dR=0$. One case is a gap much wider than $\sigma$, which leaves $S$ negligible. With two ions of charge 1, two electrons, a gap of 0.084 Ha and $\sigma=0.005$ Ha, both $f$ and $-dE/dR$ are 4.7255 mHa/bohr. Another case is a symmetry point. Reflection through ion A maps $R$ to $-R$, which is equivalent to $a-R$. In the model $E$, $F$ and $S$ are therefore even about $R=a/2=3$ bohr, and all their slopes vanish there.

**Q:** And where does it do harm?

**A:** First, in relaxation. Where $f=0$, $F$ is stationary, but $E_0$ has slope $\tfrac12\sigma\,dS/dR$ for Gaussian or Fermi–Dirac smearing, and this need not vanish unless symmetry fixes the coordinate. The model does not display the shift, because its ion relaxes to the symmetric point $R=3$ bohr, where both slopes are zero. A line search that combines these forces with $E_0$ is using two different surfaces. Relax on $F$, and evaluate $E_0$ at the end if you want a zero-width energy.

Second, in molecular dynamics. For an ion of mass $M$ and velocity $v$ obeying $M\dot v=f$ at fixed $\sigma$,

$$\frac{d}{dt}\Big(\tfrac12Mv^2+F\Big)=v\,f+\frac{dF}{dR}\,v=v\,f-f\,v=0 .$$

With several ions the same cancellation holds for each coordinate. The conserved sum contains $F$. In the Gaussian example, integrating the force from 2.2 to 3.0 bohr gives a work of 33.915 mHa. Over that path $F$ falls by 33.915 mHa, $E_0$ by 33.949 and $E$ by 33.984. If you monitored kinetic energy plus $E$, you would see an apparent loss of $33.984-33.915=0.069$ mHa, although the forces and the integration were without error.

**Q:** So my finite-difference test was sound, but I applied it to the wrong energy.

**A:** That is what a mismatch equal to $\tfrac12\sigma\,dS/dR$ would mean. Repeat the test with $F$, keeping $\sigma$, $N$, the cell, the basis and the k-points fixed. If a discrepancy remains as the displacement step is refined, look at the self-consistency next.

## Table of computed values

```
Model: cell 6.0 bohr, ion B at 2.2 bohr, 48 k-points
Screening 0.5 1/bohr, ion width 0.5 bohr, local prefactor 0.2 a.u.
Ion charges 1 and 2; 3 electrons; 15 plane waves
Gaussian width: 0.020 Ha
Gaussian E: 0.0135135 Ha
Gaussian F: 0.0123636 Ha
Gaussian E0: 0.0129386 Ha
Gaussian entropy S: 0.057495 (dimensionless)
Zero-width energy: 0.0129374 Ha
Fermi-Dirac, width 0.01 Ha, values in mHa/bohr:
  analytic force 91.16494; -dF/dR 91.16494
  -dE/dR 91.43454; -dE0/dR 91.29974
  width*dS/dR -0.26960; from occupations -0.26960
Gaussian, width 0.02 Ha, values in mHa/bohr:
  analytic force 91.21744; -dF/dR 91.21744
  -dE/dR 91.37183; -dE0/dR 91.29463
  width*dS/dR -0.15439; from occupations -0.15439
MP1, width 0.02 Ha, values in mHa/bohr:
  analytic force 91.29505; -dF/dR 91.29505
  -dE/dR 91.28864; -dE0/dR 91.29292
  width*dS/dR 0.00641; from occupations 0.00641
Gaussian -dE/dR minus force: 7.939 meV/angstrom
Gaussian -dE0/dR minus force: 3.969 meV/angstrom
Low cutoff (7 waves) force: 91.25837 mHa/bohr
Low cutoff -dF/dR: 91.25837 mHa/bohr
Gapped case: gap: 0.0837 Ha
Gapped case: width: 0.005 Ha
Gapped case: force: 4.72552 mHa/bohr
Gapped case: -dE/dR: 4.72552 mHa/bohr
dF/dwidth at 0.02 Ha: -0.057496 (dimensionless)
Zero-width force: 91.29353 mHa/bohr
Force error at width 0.01 Ha: -0.01883 mHa/bohr
Force error at width 0.02 Ha: -0.07610 mHa/bohr
Ratio of these errors: 4.042 (dimensionless)
Error of -dE/dR at 0.02 Ha: 0.07829 mHa/bohr
Error of -dE0/dR at 0.02 Ha: 0.00110 mHa/bohr
Path end: 3.0 bohr
Work of force along path: 33.91455 mHa
Drop of F along path: 33.91455 mHa
Drop of E along path: 33.98375 mHa
Drop of E0 along path: 33.94915 mHa
```
